# Pressure Dependence of the Parabolic Constant: Molecular and Dissociative Dissolution: test program

```python
# Result under test: in X^2 + A X = B t, the parabolic constant is
#     B = 2 m D Cstar / N,   A = 2 D / k,
# with Cstar = H p for dissolved molecules (m = 2) and Cstar = S sqrt(p)
# for dissolved atoms (m = 1) in equilibrium with a diatomic gas.
# X: layer thickness; t: time; p: gas pressure; D: diffusivity;
# k: first-order rate constant at the inner front; H, S: solubility constants;
# Cstar: equilibrium surface concentration of the dissolved species;
# N: oxidant atoms bound per volume of new layer; m: atoms per dissolved species.
# The example is internal nitridation of bcc iron containing titanium.
# Its material parameters are rough typical values, not fitted data.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, solve_bvp, quad
from scipy.optimize import brentq
from scipy.special import gammaln, erf, erfcx


# ---- Solubility from explicit canonical sums over a closed box ----
def canonical_means(total, atoms_per_gas_particle, site_boltzmann,
                    sites=1.0e7, gas_states=1.0e8):
    """Mean dissolved number and mean number of gas molecules."""
    dissolved = np.arange(0, total + 1, atoms_per_gas_particle, dtype=float)
    gas = (total - dissolved) / atoms_per_gas_particle
    log_weight = (gammaln(sites + 1) - gammaln(dissolved + 1)
                  - gammaln(sites - dissolved + 1)
                  + dissolved * np.log(site_boltzmann)
                  + gas * np.log(gas_states) - gammaln(gas + 1))
    weight = np.exp(log_weight - log_weight.max())
    weight /= weight.sum()
    return weight @ dissolved, weight @ gas


solubility_exponent = {}
for name, split, boltz, totals in (
        ("molecular", 1, 1.0, (11000, 110000)),
        ("atomic", 2, 0.1, (30000, 300000))):
    means = [canonical_means(total, split, boltz) for total in totals]
    for dissolved, gas in means:
        filling_ratio = dissolved / (1.0e7 - dissolved)
        predicted = boltz * (gas / 1.0e8) ** (1.0 / split)
        # Finite particle numbers give relative corrections below 1e-3.
        assert abs(filling_ratio / predicted - 1) < 1e-3
    slope = (np.log(means[1][0] / means[0][0])
             / np.log(means[1][1] / means[0][1]))
    solubility_exponent[name] = slope
    # Slight site filling shifts the dilute-limit exponent.
    assert abs(slope - 1.0 / split) < 5e-3


# ---- Time-dependent diffusion with a moving reactive front ----
def grow(c_star, m, marks, recombination=None, cells=30):
    """Finite volumes in units D = k = N = 1; returns B*t and dX/dt.

    recombination=None holds the gas surface in equilibrium. Otherwise the
    atom supply is recombination * (c_star^2 - surface_concentration^2).
    """
    width = 1.0 / cells
    faces = np.arange(1, cells) * width
    b_formula = 2 * m * c_star

    def rates(x, scaled):
        conc = c_star * scaled
        g = 2.0 / (x * width)
        front = 2 * g * conc[-1] / (
            (1 + g) + np.sqrt((1 + g) ** 2 + 4 * g * conc[-1] * m))
        speed = m * front
        if recombination is None:
            supply = g * (c_star - conc[0])
        else:
            q = recombination * c_star ** 2 + g * conc[0]
            surface = 2 * q / (g + np.sqrt(g * g + 4 * recombination * q))
            supply = recombination * (c_star ** 2 - surface ** 2)
        inner = (-(conc[1:] - conc[:-1]) / (x * width)
                 - 0.5 * (conc[1:] + conc[:-1]) * faces * speed)
        flux = np.concatenate(([supply], inner, [front]))
        change = -np.diff(flux) / (x * width) - conc * speed / x
        return speed, change / c_star

    def rhs(log_x, state):
        x = np.exp(log_x)
        speed, change = rates(x, state[:-1])
        return np.append(change, b_formula) * x / speed

    log_marks = np.log(marks)
    start = np.append(np.ones(cells), 0.0)
    tolerance = np.append(np.full(cells, 1e-9), 1e-6)
    sol = solve_ivp(rhs, (np.log(0.1), log_marks[-1]), start, method="BDF",
                    t_eval=log_marks, rtol=1e-7, atol=tolerance)
    assert sol.success
    speeds = np.array([rates(x, sol.y[:-1, i])[0]
                       for i, x in enumerate(marks)])
    return sol.y[-1], speeds


marks = np.array([0.5, 2.0, 20.0, 2000.0, 10000.0])
c_unit = 1e-4
growth_exponents = {}
for name, m, power in (("molecular", 2, 1.0), ("atomic", 1, 0.5)):
    speeds_by_pressure = []
    for pressure in (1.0, 4.0):
        bt, speeds = grow(c_unit * pressure ** power, m, marks)
        law = marks ** 2 - 0.1 ** 2 + 2 * (marks - 0.1)
        # Dissolved content, neglected by the law, is below 1e-3 of N.
        assert np.max(np.abs(bt / law - 1)) < 2e-3
        speeds_by_pressure.append(speeds)
    exponents = np.log(speeds_by_pressure[1] / speeds_by_pressure[0]) / np.log(4)
    growth_exponents[name] = exponents
    assert np.max(np.abs(exponents - power)) < 2e-3

slow_speeds = []
recombination = 100.0
for pressure in (1.0, 4.0):
    c_star = c_unit * np.sqrt(pressure)
    _, speeds = grow(c_star, 1, marks, recombination)
    ell = 1.0 / (recombination * c_star)
    resistance_length = marks + 1.0
    predicted = 2 * c_star / (
        ell + np.sqrt(ell ** 2 + 4 * resistance_length ** 2))
    assert np.max(np.abs(speeds / predicted - 1)) < 2e-3
    slow_speeds.append(speeds)
slow_exponents = np.log(slow_speeds[1] / slow_speeds[0]) / np.log(4)
assert abs(slow_exponents[0] - 1) < 0.01
assert abs(slow_exponents[-1] - 0.5) < 0.005


# ---- Molecules and atoms diffuse together and exchange in the layer ----
def two_species_flux(pressure):
    """Total atom flux at the surface and atomic flux shares at both ends.

    Units: layer thickness = Dm = Da = S = 1, H = 1/2, so px = 1.
    """
    def equations(x, y):
        dissociation = 20 * (y[0] - 0.5 * y[2] ** 2)
        return np.vstack((y[1], dissociation, y[3], -2 * dissociation))

    def boundaries(left, right):
        return np.array([left[0] - 0.5 * pressure,
                         left[2] - np.sqrt(pressure), right[0], right[2]])

    x = np.linspace(0, 1, 60)
    guess = np.vstack((0.5 * pressure * (1 - x),
                       np.full_like(x, -0.5 * pressure),
                       np.sqrt(pressure) * (1 - x),
                       np.full_like(x, -np.sqrt(pressure))))
    sol = solve_bvp(equations, boundaries, x, guess, tol=1e-7,
                    max_nodes=20000)
    assert sol.success
    total = -(2 * sol.y[1] + sol.y[3])
    atomic_share = -sol.y[3] / total
    return total[0], atomic_share[0], atomic_share[-1]


mixed_results = []
for pressure in (0.01, 1.0, 100.0):
    flux, surface_share, front_share = two_species_flux(pressure)
    assert abs(flux / (pressure + np.sqrt(pressure)) - 1) < 1e-4
    upper = two_species_flux(pressure * 1.05)[0]
    lower = two_species_flux(pressure / 1.05)[0]
    numerical_exponent = np.log(upper / lower) / (2 * np.log(1.05))
    root_ratio = np.sqrt(pressure)
    formula_exponent = (0.5 + root_ratio) / (1 + root_ratio)
    assert abs(numerical_exponent - formula_exponent) < 2e-3
    mixed_results.append((pressure, numerical_exponent))
    if pressure == 1.0:
        shares = (surface_share, front_share)
        assert abs(surface_share - front_share) > 0.02


# ---- Worked example: rough parameters for Fe-Ti in nitrogen ----
temperature = 1100.0                 # K
d_nitrogen = 140.0                   # um^2/s
d_titanium = 1.0e-3                  # um^2/s
nitrogen_fraction_ref = 1.5e-4       # N per Fe at 760 Torr
titanium_fraction = 5.0e-3           # Ti per Fe, all bound as TiN
lattice_fe = 0.29                    # nm
lattice_tin = 0.424                  # nm
sticking = 1.0e-6                    # assumed N2 dissociation probability
tin_free_energy = -2.4               # eV for Ti + half N2 -> TiN
titanium_activity = 1.0e-4           # relative to pure Ti
duration = 3600.0                    # s
fe_density = 2 / (lattice_fe * 1e-3) ** 3       # um^-3
kt_joule = const.k * temperature
kt_ev = kt_joule / const.e
n2_mass = 28.0 * const.atomic_mass


def stefan_b(ratio):
    """B/D when the dissolved content is retained and the front absorbs."""
    root = brentq(lambda g: np.sqrt(np.pi) * g * np.exp(g * g) * erf(g)
                  - ratio, 1e-8, 2.0)
    return 4 * root ** 2


ratio_ref = nitrogen_fraction_ref / titanium_fraction
b_ref = 2 * d_nitrogen * ratio_ref
_, stefan_speeds = grow(ratio_ref, 1, marks)
# A finite front rate still adds about 1e-4 at the last thickness.
assert abs(2 * marks[-1] * stefan_speeds[-1] / stefan_b(ratio_ref) - 1) < 5e-4
content_loss = 1 - stefan_b(ratio_ref) / (2 * ratio_ref)
assert abs(content_loss / (ratio_ref / 3) - 1) < 0.05

example = []
for torr in (760.0, 76.0, 7.6):
    fraction = nitrogen_fraction_ref * np.sqrt(torr / 760.0)
    b_atomic = 2 * d_nitrogen * fraction / titanium_fraction
    b_molecular = b_ref * torr / 760.0
    supply = (2 * sticking * torr * const.torr
              / np.sqrt(2 * np.pi * n2_mass * kt_joule) * 1e-12)
    ell = d_nitrogen * fraction * fe_density / supply
    x_ideal = np.sqrt(b_atomic * duration)

    def time_mismatch(x):
        integral = quad(lambda z: ell + np.sqrt(ell ** 2 + 4 * z ** 2),
                        0, x)[0]
        return integral / b_atomic - duration

    x_slow = brentq(time_mismatch, 1e-6, x_ideal)
    example.append((torr, fraction, b_atomic, x_ideal, ell, x_slow,
                    b_molecular, np.sqrt(b_molecular * duration)))

apparent_exponent = (2 * np.log(example[0][5] / example[-1][5])
                     / np.log(example[0][0] / example[-1][0]))

# Titanium drawn from ahead of the front, checked at the lowest pressure.
b_low = example[-1][2]
front_coordinate = np.sqrt(b_low / (4 * d_titanium))
depletion = quad(lambda z: erfcx(front_coordinate + z)
                 / erfcx(front_coordinate)
                 * np.exp(-2 * front_coordinate * z - z * z), 0, 1,
                 epsabs=1e-12)[0] / front_coordinate
titanium_effect = 2 * d_titanium / b_low
# The short estimate drops relative terms of order 1/front_coordinate^2.
assert abs(depletion / titanium_effect - 1) < 0.02

tin_volume_fraction = (titanium_fraction * (lattice_tin ** 3 / 4)
                       / (lattice_fe ** 3 / 2))
obstruction = 1 - (1 - tin_volume_fraction) / (1 + tin_volume_fraction / 2)
site_filling = nitrogen_fraction_ref / 3
# Standard pressure is taken as 760 Torr in this rough estimate.
front_residual = (np.exp(tin_free_energy / kt_ev) / titanium_activity
                  / np.sqrt(example[-1][0] / 760.0))

print("TESTED PRESSURE EXPONENTS (dimensionless)")
for name in ("molecular", "atomic"):
    print(f"{name} solubility: {solubility_exponent[name]:.4f}")
    print(f"{name} growth, thin/thick: {growth_exponents[name][0]:.4f}"
          f" / {growth_exponents[name][-1]:.4f}")
print(f"slow dissociation, thin/thick: {slow_exponents[0]:.4f}"
      f" / {slow_exponents[-1]:.4f}")
for pressure, exponent in mixed_results:
    print(f"two species, p/px={pressure:g}: exponent {exponent:.4f}")
print(f"atomic flux share at p=px, surface/front: {shares[0]:.3f}"
      f" / {shares[1]:.3f}")
print("EXAMPLE INPUTS (rough values)")
print(f"temperature: {temperature:.0f} K")
print(f"N diffusivity: {d_nitrogen:.0f} um^2/s")
print(f"Ti diffusivity: {d_titanium:.1e} um^2/s")
print(f"dissolved N per Fe at 760 Torr: {nitrogen_fraction_ref:.2e}")
print(f"Ti per Fe: {titanium_fraction:.2e}")
print(f"Fe and TiN lattice constants: {lattice_fe:.3f}, {lattice_tin:.3f} nm")
print(f"N2 dissociation probability: {sticking:.1e}")
print(f"TiN formation free energy: {tin_free_energy:.2f} eV")
print(f"Ti activity: {titanium_activity:.1e}")
print(f"duration: {duration:.0f} s")
print("EXAMPLE RESULTS")
for torr, fraction, b, x, ell, x_slow, b_mol, x_mol in example:
    print(f"pressure: {torr:g} Torr; dissolved N per Fe: {fraction:.3e}")
    print(f"  atomic B: {b:.4f} um^2/s; ideal X: {x:.2f} um")
    print(f"  dissociation length: {ell:.3f} um; corrected X: {x_slow:.2f} um")
    print(f"  hypothetical molecular B: {b_mol:.4f} um^2/s; X: {x_mol:.2f} um")
print(f"atomic B at 760 Torr: {b_ref * 1e-8:.3e} cm^2/s")
print(f"apparent exponent of X^2, slow dissociation: {apparent_exponent:.4f}")
print("NEGLECTED EFFECTS")
print(f"dissolved N / bound N at 760 Torr: {ratio_ref:.4f}")
print(f"B lowered by dissolved N, 760 Torr: {100 * content_loss:.3f} %")
print(f"Ti drawn to front, 7.6 Torr: {100 * titanium_effect:.3f} %")
print(f"TiN volume fraction: {100 * tin_volume_fraction:.3f} %")
print(f"diffusion obstruction by TiN: {100 * obstruction:.3f} %")
print(f"interstitial site filling, 760 Torr: {site_filling:.2e}")
print(f"front/surface dissolved N, 7.6 Torr: {front_residual:.2e}")
print("PASS")
```

Printed output:

```
TESTED PRESSURE EXPONENTS (dimensionless)
molecular solubility: 0.9996
molecular growth, thin/thick: 0.9999 / 0.9999
atomic solubility: 0.4990
atomic growth, thin/thick: 0.5000 / 0.5000
slow dissociation, thin/thick: 0.9995 / 0.5018
two species, p/px=0.01: exponent 0.5455
two species, p/px=1: exponent 0.7500
two species, p/px=100: exponent 0.9545
atomic flux share at p=px, surface/front: 0.360 / 0.704
EXAMPLE INPUTS (rough values)
temperature: 1100 K
N diffusivity: 140 um^2/s
Ti diffusivity: 1.0e-03 um^2/s
dissolved N per Fe at 760 Torr: 1.50e-04
Ti per Fe: 5.00e-03
Fe and TiN lattice constants: 0.290, 0.424 nm
N2 dissociation probability: 1.0e-06
TiN formation free energy: -2.40 eV
Ti activity: 1.0e-04
duration: 3600 s
EXAMPLE RESULTS
pressure: 760 Torr; dissolved N per Fe: 1.500e-04
  atomic B: 8.4000 um^2/s; ideal X: 173.90 um
  dissociation length: 0.566 um; corrected X: 173.61 um
  hypothetical molecular B: 8.4000 um^2/s; X: 173.90 um
pressure: 76 Torr; dissolved N per Fe: 4.743e-05
  atomic B: 2.6563 um^2/s; ideal X: 97.79 um
  dissociation length: 1.790 um; corrected X: 96.87 um
  hypothetical molecular B: 0.8400 um^2/s; X: 54.99 um
pressure: 7.6 Torr; dissolved N per Fe: 1.500e-05
  atomic B: 0.8400 um^2/s; ideal X: 54.99 um
  dissociation length: 5.660 um; corrected X: 51.93 um
  hypothetical molecular B: 0.0840 um^2/s; X: 17.39 um
atomic B at 760 Torr: 8.400e-08 cm^2/s
apparent exponent of X^2, slow dissociation: 0.5241
NEGLECTED EFFECTS
dissolved N / bound N at 760 Torr: 0.0300
B lowered by dissolved N, 760 Torr: 0.986 %
Ti drawn to front, 7.6 Torr: 0.238 %
TiN volume fraction: 0.781 %
diffusion obstruction by TiN: 1.167 %
interstitial site filling, 760 Torr: 5.00e-05
front/surface dissolved N, 7.6 Torr: 1.01e-06
PASS
```
